\section*{Vaporisation Enthalpy from the Slope of Logarithmic Vapour Pressure, part 2}

A precursor source holds one pure liquid in equilibrium with its vapour. Its saturated pressure $p$, known at 300~K and 360~K, is wanted at 330~K, and the slope of $\ln p$ against $1/T$ is to give the vaporisation enthalpy per molecule, $h=h_g-h_l$. Subscripts $l$ and $g$ denote liquid and vapour; $v_l$, $v_g$ are volumes per molecule and $\mu_l$, $\mu_g$ chemical potentials, equal at coexistence. The algebra uses atomic units, with temperature $T$ in kelvin and Boltzmann's constant $k$ kept; numbers are in eV, \r{a}ngstr\"om and kelvin. $\ln p$ means $\ln(p/p_{\rm ref})$ with $p_{\rm ref}=1$~eV/\AA$^3$.

With $\Delta Z=p(v_g-v_l)/(kT)$, the general slope, and its integral from $(T_0,p_0)$ for $\Delta Z=1$ and constant $h$, are
\begin{equation}
\frac{d\ln p}{d(1/T)}=-\frac{h}{k\Delta Z},
\qquad
\ln\frac p{p_0}=-\frac hk\left(\frac1T-\frac1{T_0}\right),
\label{eq:recap}
\end{equation}
The integral solved for temperature is
\begin{equation}
\frac1T=\frac1{T_0}-\frac{k}{h}\ln\frac{p}{p_0}.
\label{eq:source}
\end{equation}
Two points with $T_2>T_1$ give
\begin{equation}
\ln\frac{p_2}{p_1}
=\frac{h}{k}\left(\frac1{T_1}-\frac1{T_2}\right),
\qquad
h=\frac{k\ln(p_2/p_1)}{1/T_1-1/T_2}.
\label{eq:two}
\end{equation}
If $h$ varies, this returns $\bar h$, its average over $1/T$. For $h=h_0+\Delta c\,(T-T_0)$,
\begin{equation}
\bar h=h_0+\Delta c\,(T_*-T_0),
\qquad
T_*=\frac{\ln(T_2/T_1)}{1/T_1-1/T_2}.
\label{eq:tstar}
\end{equation}
and $\ln p$ minus the line of slope $-h_0/k$ through $(T_0,p_0)$ is
\begin{equation}
D=\frac{\Delta c}{k}
\left[\ln\frac T{T_0}+\frac{T_0}{T}-1\right].
\label{eq:deviation}
\end{equation}

The test is a classical cell model with ideal vapour. A liquid molecule of mass $M$ has binding energy $\varepsilon$, springs of force constant $K$ along $j$ axes (spring energy $U$), and free motion over length $L$ along the other $3-j$; $v_l$ is fixed. With $\Lambda=\sqrt{2\pi/(MkT)}$, and $N$ vapour molecules in volume $V$,
\begin{equation}
q=\int e^{-U/(kT)}\,d^3r
=L^{3-j}\left(\frac{2\pi kT}{K}\right)^{j/2}.
\label{eq:q}
\end{equation}
\begin{equation}
\mu_l=-\varepsilon-kT\ln\frac q{\Lambda^3}+pv_l .
\label{eq:mul}
\end{equation}
\begin{equation}
\mu_g=-kT\ln\frac V{\Lambda^3}+kT\ln N
=kT\ln\frac{p\Lambda^3}{kT}.
\label{eq:mug}
\end{equation}

\subsection{Pressure and enthalpy by separate routes}

Set $\mu_g=\mu_l$ and divide by $kT$:
\begin{equation}
\ln p+3\ln\Lambda-\ln(kT)
=-\frac{\varepsilon}{kT}-\ln q+3\ln\Lambda+\frac{pv_l}{kT}.
\end{equation}
The terms in $\Lambda$ cancel, and with them the molecular mass. Exponentiation gives
\begin{equation}
p=\frac{kT}{q}\exp\left(\frac{-\varepsilon+pv_l}{kT}\right).
\label{eq:modelp}
\end{equation}
The pressure occurs on both sides, so the equation is solved numerically. The root with $pv_l/(kT)<1$ is taken, since for an ideal vapour this means $v_l<v_g$.

The enthalpy follows from mean energies. The mean kinetic energy is $3kT/2$ in each phase. The vapour also has $pv_g=kT$. Hence
\begin{align}
h_g&=\tfrac32kT+kT,\nonumber\\
h_l&=\tfrac32kT-\varepsilon+\langle U\rangle+pv_l,\nonumber\\
h&=\varepsilon+kT-\langle U\rangle-pv_l .
\label{eq:modelh}
\end{align}
To find $\langle U\rangle$, put $\beta=1/(kT)$. Each harmonic integral is proportional to $\beta^{-1/2}$, and its mean energy is minus the derivative of its logarithm with respect to $\beta$, namely $1/(2\beta)=kT/2$. Thus $\langle U\rangle=jkT/2$ and
\begin{equation}
h=\varepsilon+\left(1-\frac j2\right)kT-pv_l .
\label{eq:jh}
\end{equation}
Two harmonic axes give a constant enthalpy apart from the small term $pv_l$. Three make it fall with temperature, because the liquid then has the larger heat capacity.

For $j=2$ the general slope can be verified by hand. Equation~(\ref{eq:q}) gives $kT/q=K/(2\pi L)$, which is independent of temperature. With $b=1/T$,
\begin{equation}
\ln p=\ln\frac K{2\pi L}
-\frac{b\varepsilon}{k}+\frac{bpv_l}{k}.
\label{eq:j2}
\end{equation}
Let $m=d\ln p/db$, so that $dp/db=pm$. Differentiation gives
\begin{equation}
m=-\frac{\varepsilon}{k}+\frac{pv_l}{k}
+\frac{bpv_l}{k}m .
\end{equation}
Moving the last term to the left,
\begin{equation}
m\left(1-\frac{pv_l}{kT}\right)
=-\frac{\varepsilon-pv_l}{k},
\qquad
m=-\frac{h}{k\Delta Z}.
\end{equation}
The result agrees with equation~(\ref{eq:recap}). Numerical tests for $j=0$, 2 and 3, at 330~K and 600~K, also found agreement between $-km$ and $h/\Delta Z$ to within $10^{-6}$~eV.

\subsection{Fitting the constant-enthalpy liquid}

The model parameters are $\varepsilon=0.5$~eV, $K=0.2$~eV/\AA$^2$, $L=1$~\AA\ and $v_l=200$~\AA$^3$. They represent no named compound. For two harmonic axes, the coexistence condition gives these values:
\begin{center}
\begin{tabular}{ccc}
$T$ (K) & $p$ (eV/\AA$^3$) & $\ln p$\\
300 & $1.2683\times10^{-10}$ & $-22.78818$\\
315 & $3.1857\times10^{-10}$ & $-21.86718$\\
330 & $7.3591\times10^{-10}$ & $-21.02991$\\
345 & $1.5806\times10^{-9}$ & $-20.26545$\\
360 & $3.1854\times10^{-9}$ & $-19.56468$
\end{tabular}
\end{center}
The pressure at 330~K corresponds to 118~Pa.

An equally weighted least-squares line through $\ln p$ against $1/T$ has slope $-5802.29$~K. Therefore
\begin{equation}
h=(8.617333\times10^{-5})(5802.29)\ \mbox{eV}
=0.50000\ \mbox{eV},
\end{equation}
or 48.24~kJ/mol. The mean-energy calculation at 330~K also gives 0.50000~eV. The end points alone give the same value:
\begin{equation}
h=k\,\frac{-19.56468+22.78818}
{5.555556\times10^{-4}\ \mbox{K}^{-1}}
=0.50000\ \mbox{eV}.
\end{equation}

The fitted intercept is $-3.4472$, while equation~(\ref{eq:j2}) predicts $\ln[K/(2\pi L)]=-3.4473$ if $pv_l$ is neglected. With two harmonic axes and negligible $pv_l$, the intercept therefore carries information about how tightly the liquid confines a molecule, and the slope gives the binding energy. For other values of $j$ the slope also contains a thermal contribution. The largest residual of the line is $3.7\times10^{-6}$ in $\ln p$. The term $pv_l/(kT)$ is the only source of curvature in equation~(\ref{eq:j2}). A straight-line fit to $\ln p$ against $T$ has a largest residual of 0.075, equivalent to a factor of about 1.08 in pressure.

The interpolation problem at the start can now be settled. The average of the pressures at 300~K and 360~K is $1.656\times10^{-9}$~eV/\AA$^3$, which is 2.25 times the value at 330~K. Averaging the logarithms does better, but gives $-21.176$ instead of $-21.030$, a pressure 14\% too low. Interpolation in $1/T$ uses the fraction
\begin{equation}
\frac{1/300-1/330}{1/300-1/360}=0.54545
\end{equation}
of the interval from the cold end. It gives
\begin{equation}
\ln p=-22.78818+0.54545\times3.22350=-21.0299,
\end{equation}
in agreement with the coexistence value.

\subsection{Setting the source temperature}

At 330~K the fractional pressure change per kelvin is
\begin{equation}
\frac{h}{kT^2}=\frac{5802.29\ \mbox{K}}{(330\ \mbox{K})^2}
=0.0533\ \mbox{K}^{-1}.
\end{equation}
A temperature change of 1~K thus changes the pressure by about 5.3\%. The sensitivity is large because $h/(kT)$ is about 17.6: a 1\% change in $T$ produces, to first order, a 17.6\% change in $p$.

To double the pressure, equation~(\ref{eq:source}) requires
\begin{equation}
\frac1T=\frac1{330\ \mbox{K}}-\frac{\ln2}{5802.29\ \mbox{K}},
\qquad T=343.54\ \mbox{K}.
\end{equation}
Solving the coexistence condition at this temperature gives a pressure ratio of 2.00000. The rise is 13.5~K. Dividing 100\% by 5.3\% per kelvin would suggest almost 19~K, because that estimate ignores the compounding of successive fractional increases. Compounding at a fixed 5.33\% per kelvin would give $\ln2/0.0533=13.0$~K; the remaining 0.5~K arises because $h/(kT^2)$ falls as the temperature rises.

\subsection{How measurement errors enter the slope}

Suppose that a gauge multiplies every pressure by the same factor $r$. Then $\ln(rp)=\ln r+\ln p$. The line moves vertically, and the enthalpy is unchanged.

An error at one end is different. If $p_2$ is read as $p_2(1+\delta)$, the two-point enthalpy changes by
\begin{equation}
\delta h=\frac{k\ln(1+\delta)}{1/T_1-1/T_2}
\simeq\frac{k\delta}{1/T_1-1/T_2}.
\end{equation}
The last step holds for $|\delta|\ll1$. A reading 2\% high at 360~K raises the enthalpy by 0.00307~eV; the first-order expression gives 0.00310~eV. The shift is about 0.6\% of $h$. A wider temperature interval reduces it, at the price of testing the assumption of constant enthalpy more severely.

A constant background pressure $p_b$ does not act like a gauge factor. The measured pressure is then $p+p_b$, and
\begin{equation}
\frac{d\ln(p+p_b)}{d(1/T)}
=\frac{p}{p+p_b}\frac{d\ln p}{d(1/T)} .
\end{equation}
For $p_b>0$ the magnitude of the slope is reduced, most strongly at the cold end, where $p$ is smallest. The apparent enthalpy is too low, and the background should be subtracted before taking logarithms.

\subsection{A nearly straight plot with a changing enthalpy}

Now let all three axes be harmonic and keep the other parameters. Equation~(\ref{eq:jh}) gives $h=\varepsilon-kT/2-pv_l$. The calculated enthalpy falls from 0.48707~eV at 300~K to 0.48449~eV at 360~K, a change of about 0.5\%.

The end-point pressures give $\bar h=0.48586$~eV. Direct averaging of the calculated enthalpy over $1/T$ gives the same value. The corresponding temperature is
\begin{equation}
T_*=\frac{\ln(360/300)}{5.555556\times10^{-4}\ \mbox{K}^{-1}}
=328.18\ \mbox{K}.
\end{equation}
The slope thus reports the enthalpy near the middle of the interval. It does not report the binding energy $\varepsilon$, which is 0.014~eV larger.

The largest residual of a straight-line fit is only $1.1\times10^{-3}$ in $\ln p$, or about 0.1\% in pressure. Pressure readings with errors of 2\% would not reveal such a curvature. Where $\Delta Z$ is close to one, a plot that is straight within its errors therefore limits the variation of $h$ without showing that $h$ is constant. At higher pressure it limits only $h/\Delta Z$. In a real fluid approaching its critical point, $h$ and $\Delta Z$ fall together, and the plot can stay nearly straight while $h$ drops by almost half.

The variation matters more in extrapolation. Take the line that has the correct pressure and slope at 330~K, where $h_0=0.48578$~eV, and extend it to 450~K:
\begin{equation}
\ln\frac{p_{450}}{p_{330}}
=\frac{0.48578\ \mbox{eV}}{k}
\left(\frac1{330\ \mbox{K}}-\frac1{450\ \mbox{K}}\right)
=4.555 .
\end{equation}
The coexistence condition gives 4.534, so the line overestimates the pressure at 450~K by 2.2\%. The calculated heat-capacity difference is $\Delta c=-4.31\times10^{-5}$~eV/K, close to $-k/2$. Equation~(\ref{eq:deviation}) then gives the correction
\begin{equation}
D=-0.500\left[\ln\frac{450}{330}+\frac{330}{450}-1\right]
=-0.0217 .
\end{equation}
The corrected logarithm is 4.534. The sign of $D$ is as expected: a negative $\Delta c$ puts the true pressure below the line on either side of the reference temperature.

The size of these effects is particular to the model, which allows only $\Delta c=(1-j/2)k$ apart from the small term in $pv_l$. Real molecular liquids commonly have a much more negative $\Delta c$, about $-5k$ for water and $-6k$ or beyond for medium alkanes. With $\Delta c=-7k$ the enthalpy would fall by about 7\% between 300~K and 360~K, the residual of the line would be about 0.015, and equation~(\ref{eq:deviation}) would give $D\simeq-0.30$ at 450~K, an overestimate of the pressure by about a third.

\subsection{When the liquid volume cannot be neglected}

Return to two harmonic axes and raise the temperature to 800~K. The model then has $pv_l/(kT)=0.07015$, so $\Delta Z=0.92985$. Mean energies give $h=0.49516$~eV, but the slope gives
\begin{equation}
-k\frac{d\ln p}{d(1/T)}
=\frac{0.49516\ \mbox{eV}}{0.92985}=0.5325\ \mbox{eV}.
\end{equation}
Reading this number as the enthalpy would overestimate $h$ by 7.5\%. The vapour volume per molecule is here only about 14 times that of the liquid. The model still treats the vapour as ideal, so this case isolates the effect of liquid volume. In a real fluid the liquid volume is usually the smaller correction: attraction between vapour molecules lowers $\Delta Z$ by several times $pv_l/(kT)$, so the rule $\Delta Z\simeq1$ fails at a lower temperature than the model suggests. The model pressure here is 3.9~MPa, at about 1.5 times the model's normal boiling temperature of 536~K, where a comparable real substance could be near or beyond its critical point.

\subsection{Applying the result to a real source}

The slope can be read as $-h/k$ when the measured pressure belongs to one substance in equilibrium with its own vapour, and when $\Delta Z$ is close to one. If the precursor decomposes into gaseous products, the gauge records more than the precursor pressure. If the molecules associate in the vapour, the ideal-gas relation for single molecules no longer holds. In either case a good straight-line fit does not by itself identify the slope with the enthalpy of vaporising one molecule.

A solid precursor can be treated in the same way, since the derivation used no property special to a liquid. The slope then gives the sublimation enthalpy. At the triple point the solid and liquid have the same vapour pressure, but their enthalpies differ by the enthalpy of melting. The plot is continuous there and its slope changes, so data from the two sides of the melting point should be fitted separately.

The cell model leaves out the coupled motion of neighbouring molecules, changes in liquid density, and vapour non-ideality. Its parameters were chosen to make the thermodynamic relations testable, and its pressures are not predictions for a particular precursor. The numerical output below lists the main calculated values.

\section*{Calculated quantities}
\begin{verbatim}
Boltzmann constant: 8.617333e-05 eV/K
binding energy: 0.500 eV
force constant: 0.200 eV/A^2
free length: 1.000 A
liquid volume per molecule: 200.0 A^3
Constant-enthalpy liquid (two harmonic axes):
T=300 K: 1/T=3.333333e-03 1/K, p=1.2683e-10 eV/A^3, ln(p/pref)=-22.78818
T=315 K: 1/T=3.174603e-03 1/K, p=3.1857e-10 eV/A^3, ln(p/pref)=-21.86718
T=330 K: 1/T=3.030303e-03 1/K, p=7.3591e-10 eV/A^3, ln(p/pref)=-21.02991
T=345 K: 1/T=2.898551e-03 1/K, p=1.5806e-09 eV/A^3, ln(p/pref)=-20.26545
T=360 K: 1/T=2.777778e-03 1/K, p=3.1854e-09 eV/A^3, ln(p/pref)=-19.56468
pressure at 330 K, converted: 117.91 Pa
fitted slope: -5802.29 K
fitted intercept: -3.44721 (no unit)
intercept from cell model: -3.44731 (no unit)
enthalpy from fit: 0.50000 eV
enthalpy from fit, converted: 48.24 kJ/mol
enthalpy from mean energies, 330 K: 0.50000 eV
enthalpy from end points: 0.50000 eV
slope with decimal logarithm: -2519.90 K
largest residual, ln p against 1/T: 3.74e-06 (no unit)
largest residual, ln p against T: 0.0754 (no unit)
span of 1/T: 5.555556e-04 1/K
gauge error at 360 K: 2.0 percent
enthalpy shift from gauge error: 0.00307 eV
first-order estimate of shift: 0.00310 eV
pressure sensitivity at 330 K: 5.328 percent/K
temperature for doubled pressure: 343.54 K
pressure ratio found there: 2.00000 (no unit)
Varying-enthalpy liquid (three harmonic axes):
enthalpy at 300 K: 0.48707 eV
enthalpy at 330 K: 0.48578 eV
enthalpy at 360 K: 0.48449 eV
enthalpy from end points: 0.48586 eV
average enthalpy over 1/T: 0.48586 eV
effective temperature: 328.18 K
largest residual of line: 1.06e-03 (no unit)
heat-capacity difference: -4.3095e-05 eV/K
ln(p450/p330), coexistence: 4.53399 (no unit)
ln(p450/p330), straight line: 4.55536 (no unit)
ln(p450/p330), with heat capacity: 4.53361 (no unit)
line pressure excess at 450 K: 2.16 percent
Hot constant-binding case (two harmonic axes):
temperature: 800 K
p*vl/(kT): 0.07015 (no unit)
true enthalpy: 0.49516 eV
minus k times slope: 0.53252 eV
\end{verbatim}
